# Damping limits for nonnegative absorption in a factorised phonon permittivity: test program

```python
"""
Result under test: the single-mode factorised phonon permittivity
    eps(w) = einf (wL^2 - w^2 - i gL w) / (wT^2 - w^2 - i gT w)
with time factor exp(-i w t), wL > wT > 0, gT > 0, einf > 0, has
Im eps >= 0 at every w > 0 if and only if
    1 <= gL/gT <= (wL/wT)^2.
w: frequency, wT/wL: transverse/longitudinal frequencies, gT/gL: their
dampings (all as wavenumbers in cm^-1), einf: high-frequency permittivity.
The example uses rough values for the in-plane mode of a GaN film.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad


def permittivity(w, wT, wL, gT, gL, einf):
    return einf * (wL**2 - w**2 - 1j*gL*w) / (wT**2 - w**2 - 1j*gT*w)


def slab_absorptance(w, eps, thickness_cm):
    """1 - R - T of a free-standing slab at normal incidence."""
    n = np.sqrt(eps + 0j)
    r_face = (1 - n) / (1 + n)
    phase = np.exp(2j*np.pi*w*n*thickness_cm)
    den = 1 - r_face**2 * phase**2
    r = r_face * (1 - phase**2) / den
    t = (1 - r_face**2) * phase / den
    return 1 - abs(r)**2 - abs(t)**2


wT, wL, gT, einf = 560.0, 740.0, 6.0, 5.3
thickness_nm = 1000.0
d_cm = thickness_nm * 1e-7
fits = {"A": 9.0, "B": 5.0, "C": 12.0}
upper = (wL / wT)**2


def model(w, gL):
    return permittivity(w, wT, wL, gT, gL, einf)


# Closed form of the imaginary part against complex arithmetic
w_test = np.geomspace(1, 1e4, 2000)
for gL in fits.values():
    S = gT*wL**2 - gL*wT**2 + (gL - gT)*w_test**2
    closed = einf*w_test*S / ((wT**2 - w_test**2)**2 + (gT*w_test)**2)
    assert np.allclose(closed, model(w_test, gL).imag, rtol=1e-8, atol=1e-12)

# Thresholds by bisection on the sign of the complex permittivity
w_wide = np.geomspace(1, 1e5, 6000)


def passive(ratio):
    return model(w_wide, ratio*gT).imag.min() >= 0


def bisect_edge(inside, outside):
    assert passive(inside) and not passive(outside)
    for _ in range(45):
        mid = 0.5*(inside + outside)
        if passive(mid):
            inside = mid
        else:
            outside = mid
    return 0.5*(inside + outside)


low_num = bisect_edge(1.3, 0.5)
high_num = bisect_edge(1.3, 3.0)
# the finite frequency range shifts the edges by a few 1e-5 at most
assert abs(low_num - 1) < 1e-4 and abs(high_num - upper) < 1e-4

# Random parameters, both directions, with overdamped and inverted modes
rng = np.random.default_rng(7)
w_unit = np.geomspace(1e-3, 1e3, 3000)
n_pass = n_fail = n_inverted = 0
for _ in range(2000):
    L = rng.uniform(0.8, 2.0)
    g = 10**rng.uniform(-2, 0.7)
    ratio = rng.uniform(0.2, 4.0)
    if abs(ratio - 1) < 0.01 or abs(ratio - L**2) < 0.01:
        continue
    found = permittivity(w_unit, 1.0, L, g, ratio*g, 1.0).imag.min() >= 0
    assert found == (1 <= ratio <= L**2)
    n_pass += int(found)
    n_fail += int(not found)
    n_inverted += int(L < 1)
assert n_pass > 100 and n_fail > 100 and n_inverted > 50

# Static limit is independent of the dampings
for gL in fits.values():
    assert abs(model(1e-6, gL)/einf - upper) < 1e-6


# Sign-change frequency: formula against root search on the complex function
def crossing(gL):
    ratio = gL/gT
    return np.sqrt((wL**2 - ratio*wT**2) / (1 - ratio))


def numeric_crossing(gL, a, b):
    fa = model(a, gL).imag
    assert fa * model(b, gL).imag < 0
    for _ in range(80):
        m = 0.5*(a + b)
        if model(m, gL).imag * fa > 0:
            a = m
        else:
            b = m
    return 0.5*(a + b)


cross_B, cross_C = crossing(fits["B"]), crossing(fits["C"])
assert abs(cross_B - numeric_crossing(fits["B"], wL, 1e4)) < 1e-5
assert abs(cross_C - numeric_crossing(fits["C"], 1.0, wT)) < 1e-5
assert cross_B > wL and cross_C < wT
band = np.linspace(wT, wL, 500)
for gL in (0.1, 5.0, 12.0, 200.0):
    assert model(band, gL).imag.min() > 0

# Power laws at the two ends, in high precision
mp.mp.dps = 50


def log_slope(w, ratio):
    args = (mp.mpf(wT), mp.mpf(wL), mp.mpf(gT), ratio*mp.mpf(gT), mp.mpf(einf))
    a = permittivity(mp.mpf(w), *args).imag
    b = permittivity(mp.mpf(w)*10, *args).imag
    return float(mp.log10(b/a))


edge = mp.mpf(wL)**2 / mp.mpf(wT)**2
slopes = {
    "high_inside": log_slope(1e6, mp.mpf("1.5")),
    "high_edge": log_slope(1e6, mp.mpf(1)),
    "low_inside": log_slope(1e-3, mp.mpf("1.5")),
    "low_edge": log_slope(1e-3, edge),
}
for key, expected in zip(slopes, (-1, -3, 1, 3)):
    assert abs(slopes[key] - expected) < 1e-3

# The sign of Im eps is the sign of the slab absorptance
w_slab = np.linspace(50, 3000, 3000)
for gL in fits.values():
    e = model(w_slab, gL)
    A = slab_absorptance(w_slab, e, d_cm)
    use = abs(e.imag) > 1e-6
    assert use.sum() > 2900
    assert np.all(np.sign(A[use]) == np.sign(e.imag[use]))

# Violating fits are still causal: poles and dispersion integral
poles = np.roots([-1, -1j*gT, wT**2])
assert np.all(poles.imag < 0)
xi = 300.0
causal = {}
for name in ("B", "C"):
    gL = fits[name]

    def kernel(w):
        return w*model(w, gL).imag / (w*w + xi*xi)

    near = quad(kernel, 0, 2000, points=[wT - 20, wT, wT + 20],
                limit=500, epsabs=1e-9)[0]
    tail = quad(lambda u: kernel(1/u)/u**2, 0, 1/2000,
                limit=200, epsabs=1e-9)[0]
    integral = einf + 2/np.pi*(near + tail)
    direct = model(1j*xi, gL).real
    assert abs(integral - direct) < 1e-6
    causal[name] = (integral, direct)

# Neglected effect: free carriers (Drude term)
density_cm3, mass_ratio, mobility = 1e17, 0.2, 300.0
mass = mass_ratio*const.m_e
to_wavenumber = 1/(2*np.pi*const.c*100)
plasma = np.sqrt(density_cm3*1e6*const.e**2
                 / (const.epsilon_0*einf*mass))*to_wavenumber
rate = const.e/(mass*mobility*1e-4)*to_wavenumber


def drude(w):
    return -einf*plasma**2/(w*(w + 1j*rate))


w_small = 1e-4
sigma = const.epsilon_0*(w_small/to_wavenumber)*drude(w_small).imag
sigma_dc = density_cm3*1e6*const.e*mobility*1e-4
assert abs(sigma/sigma_dc - 1) < 1e-6
w_lo, w_hi = 100.0, 2000.0
mask_density = density_cm3*abs(model(w_lo, fits["C"]).imag)/drude(w_lo).imag
w_below = np.linspace(1, cross_C, 2000)
assert (model(w_below, fits["C"]) + drude(w_below)).imag.min() > 0
assert (model(w_hi, fits["B"]) + drude(w_hi)).imag < 0

# Neglected effect: anisotropy (rough values along the crystal axis)
wT_axis, wL_axis = 530.0, 735.0
upper_axis = (wL_axis/wT_axis)**2

# Neglected effect: heating from 300 K to 400 K
shift_T, shift_L = -1.5, -2.5
upper_hot = ((wL + shift_L)/(wT + shift_T))**2


def decay_factor(w, temperature):
    x = const.h*const.c*100*(w/2)/(const.k*temperature)
    return 1 + 2/np.expm1(x)


ratio_A = fits["A"]/gT
ratio_hot = (ratio_A*decay_factor(wL, 400)/decay_factor(wL, 300)
             / (decay_factor(wT, 400)/decay_factor(wT, 300)))

# Neglected effect: electronic dispersion, one oscillator at the gap
gap_eV = 3.4
photon_eV = const.h*const.c*100*w_hi/const.e
electronic = 1 + (einf - 1)/(1 - (photon_eV/gap_eV)**2)
electronic_change = electronic/einf - 1

# Fit uncertainty of the damping ratio, checked by sampling
sd = 0.5
ratio_sd = ratio_A*np.hypot(sd/gT, sd/fits["A"])
draws = rng.normal(fits["A"], sd, 200000)/rng.normal(gT, sd, 200000)
assert abs(draws.std()/ratio_sd - 1) < 0.05
outside = np.mean((draws < 1) | (draws > upper))

meV = const.h*const.c*100/const.e*1e3
print(f"wT, wL, gT = {wT:.0f}, {wL:.0f}, {gT:.0f} cm^-1; einf = {einf}")
print(f"film thickness = {thickness_nm:.0f} nm")
print(f"upper limit of gL/gT = {upper:.4f}")
print(f"static permittivity = {einf*upper:.3f}")
print(f"thresholds found on grid = {low_num:.5f}, {high_num:.5f}")
print(f"allowed gL = {gT:.2f} to {gT*upper:.2f} cm^-1")
print(f"allowed gL = {gT*meV:.3f} to {gT*upper*meV:.3f} meV")
print(f"random sets: passive {n_pass}, not passive {n_fail}")
print(f"random sets with wL < wT (none passive) = {n_inverted}")
for name, gL in fits.items():
    print(f"fit {name}: gL = {gL:.0f} cm^-1, gL/gT = {gL/gT:.4f}")
    for w in (w_lo, w_hi):
        e = model(w, gL)
        A = slab_absorptance(w, e, d_cm)
        print(f"  {w:.0f} cm^-1: Im eps = {e.imag:.3e}, 1-R-T = {A:.3e}")
print(f"fit B: gain above {cross_B:.1f} cm^-1")
print(f"fit C: gain below {cross_C:.1f} cm^-1")
for key, value in slopes.items():
    print(f"log slope of Im eps, {key} = {value:.4f}")
for name, (integral, direct) in causal.items():
    print(f"fit {name}: eps(i*{xi:.0f} cm^-1) integral {integral:.6f},"
          f" direct {direct:.6f}")
print(f"carriers: {density_cm3:.0e} cm^-3, mass {mass_ratio} m_e,"
      f" mobility {mobility:.0f} cm2/Vs")
print(f"screened plasma frequency = {plasma:.1f} cm^-1")
print(f"carrier scattering rate = {rate:.1f} cm^-1")
print(f"Drude Im eps at {w_lo:.0f} cm^-1 = {drude(w_lo).imag:.3e}")
print(f"Drude Im eps at {w_hi:.0f} cm^-1 = {drude(w_hi).imag:.3e}")
print(f"density hiding gain of C at {w_lo:.0f} cm^-1"
      f" = {mask_density:.2e} cm^-3")
print(f"axis mode wT, wL = {wT_axis:.0f}, {wL_axis:.0f} cm^-1")
print(f"upper limit along axis = {upper_axis:.4f}")
print(f"assumed shifts, 300 to 400 K: {shift_T}, {shift_L} cm^-1")
print(f"upper limit at 400 K = {upper_hot:.4f}")
print(f"gL/gT of fit A at 400 K (decay estimate) = {ratio_hot:.4f}")
print(f"gap for dispersion estimate = {gap_eV} eV")
print(f"electronic change of einf at {w_hi:.0f} cm^-1"
      f" = {100*electronic_change:.2f} %")
equal_tail = model(w_hi, gT).imag
print(f"equal-damping Im eps at {w_hi:.0f} cm^-1 = {equal_tail:.3e}")
print(f"tail ratio, fit A to equal damping"
      f" = {model(w_hi, fits['A']).imag/equal_tail:.2f}")
print(f"assumed standard error of each damping = {sd} cm^-1")
print(f"standard error of gL/gT, fit A = {ratio_sd:.3f}")
print(f"margin of fit A to upper limit = {upper - ratio_A:.3f}")
print(f"sampled share outside window = {100*outside:.1f} %")
print("no test failed")
```

Printed output:

```
wT, wL, gT = 560, 740, 6 cm^-1; einf = 5.3
film thickness = 1000 nm
upper limit of gL/gT = 1.7462
static permittivity = 9.255
thresholds found on grid = 0.99998, 1.74618
allowed gL = 6.00 to 10.48 cm^-1
allowed gL = 0.744 to 1.299 meV
random sets: passive 573, not passive 1405
random sets with wL < wT (none passive) = 324
fit A: gL = 9 cm^-1, gL/gT = 1.5000
  100 cm^-1: Im eps = 2.836e-03, 1-R-T = 1.649e-04
  2000 cm^-1: Im eps = 9.721e-03, 1-R-T = 6.209e-03
fit B: gL = 5 cm^-1, gL/gT = 0.8333
  100 cm^-1: Im eps = 9.819e-03, 1-R-T = 5.707e-04
  2000 cm^-1: Im eps = -1.780e-03, 1-R-T = -1.142e-03
fit C: gL = 12 cm^-1, gL/gT = 2.0000
  100 cm^-1: Im eps = -2.401e-03, 1-R-T = -1.397e-04
  2000 cm^-1: Im eps = 1.835e-02, 1-R-T = 1.168e-02
fit B: gain above 1310.6 cm^-1
fit C: gain below 282.1 cm^-1
log slope of Im eps, high_inside = -1.0000
log slope of Im eps, high_edge = -3.0000
log slope of Im eps, low_inside = 1.0000
log slope of Im eps, low_edge = 3.0000
fit B: eps(i*300 cm^-1) integral 8.355279, direct 8.355279
fit C: eps(i*300 cm^-1) integral 8.382733, direct 8.382733
carriers: 1e+17 cm^-3, mass 0.2 m_e, mobility 300 cm2/Vs
screened plasma frequency = 92.0 cm^-1
carrier scattering rate = 155.6 cm^-1
Drude Im eps at 100 cm^-1 = 2.040e+00
Drude Im eps at 2000 cm^-1 = 8.672e-04
density hiding gain of C at 100 cm^-1 = 1.18e+14 cm^-3
axis mode wT, wL = 530, 735 cm^-1
upper limit along axis = 1.9232
assumed shifts, 300 to 400 K: -1.5, -2.5 cm^-1
upper limit at 400 K = 1.7437
gL/gT of fit A at 400 K (decay estimate) = 1.4521
gap for dispersion estimate = 3.4 eV
electronic change of einf at 2000 cm^-1 = 0.43 %
equal-damping Im eps at 2000 cm^-1 = 1.095e-03
tail ratio, fit A to equal damping = 8.88
assumed standard error of each damping = 0.5 cm^-1
standard error of gL/gT, fit A = 0.150
margin of fit A to upper limit = 0.246
sampled share outside window = 7.0 %
no test failed
```
